\section*{Resistance of a circular contact from ballistic to diffusive transport}

\section{Problem}

Two half-spaces of the same metal are separated by a thin insulating screen. They touch through a circular hole of radius $a$ and area $A=\pi a^2$. The metal has a spherical Fermi surface of radius $k_F$, resistivity $\rho$ and mean free path $l$. Scattering is elastic and isotropic, $k_BT\ll E_F$, the voltage $V$ is small, and $k_Fa\gg1$, so that electrons move on classical paths.

\begin{enumerate}
\item Find the resistance $R_S$ for $a\ll l$ and the resistance $R_M$ for $a\gg l$.
\item Wexler's interpolation writes the resistance at any $K=l/a$ as
\begin{equation}
R=R_S+\gamma(K)\,R_M .
\label{wexler}
\end{equation}
Find the limits of $\gamma$ for small and large $K$.
\item Evaluate $R$ for copper contacts with $a=10$, $30$ and $100$ nm, treating copper as a free-electron metal with one conduction electron per atom. Take as rough measured inputs a lattice constant of $0.36$ nm (face-centred cubic) and a resistivity of $17$ n$\Omega\,$m.
\end{enumerate}

SI units are used, with nm and $\Omega$ for the contact.

\section{Estimate by scaling}

If $a\gg l$, Ohm's law holds locally and $a$ is the only length in the geometry. The current crosses a region of length about $a$ and cross-section about $a^2$, so $R\sim\rho a/a^2=\rho/a$.

If $a\ll l$, electrons pass the hole without collisions, and $R$ cannot depend on $l$. Since $\rho\propto1/l$, the material enters through the product $\rho l$, and dimensions then require $R\sim\rho l/a^2$. Adding the two gives
\begin{equation}
R_{\rm est}=\frac{\rho l}{a^2}+\frac{\rho}{a},
\label{estimate}
\end{equation}
with a crossover at $a\sim l$. The numerical factors are unknown at this stage.

\section{Solution}

\subsection{Distribution and current}

Let $\psi(\mathbf r,\boldsymbol\Omega)$ be the electrochemical potential, divided by $-e$, of electrons at $\mathbf r$ moving along the unit vector $\boldsymbol\Omega$. At total energy $E$ the occupation differs from equilibrium by $\delta f=-e\psi\,\delta(E-E_F)$. With two spin states and charge $-e$, the current density along $z$ is
\begin{equation}
j_z=-2e\int\!\frac{d^3k}{(2\pi)^3}\,v\cos\theta\,\delta f
=\frac{2e^2k_F^2}{8\pi^3\hbar}\int d\Omega\,\cos\theta\,\psi ,
\end{equation}
where $d^3k=k^2\,dk\,d\Omega$ and $v\,dk=dE/\hbar$ were used. Define
\begin{equation}
g=\frac{e^2k_F^2}{4\pi^2\hbar},\qquad
j_z=\frac{g}{\pi}\int d\Omega\,\cos\theta\,\psi .
\label{current}
\end{equation}

\subsection{Ballistic limit}

Let $\psi\to+V/2$ far to the left and $-V/2$ far to the right. For $a\ll l$, an electron crossing the hole to the right has come straight from deep inside the left metal, so $\psi=V/2$ for $\cos\theta>0$. Likewise $\psi=-V/2$ for $\cos\theta<0$. The integral of $\cos\theta$ over the forward hemisphere is $\pi$, and over the backward one $-\pi$. Hence $j_z=g\,(V/2+V/2)=gV$, and with $\hbar=h/2\pi$
\begin{equation}
G_S=gA=\frac{2e^2}{h}\,\frac{k_F^2A}{4\pi}.
\label{sharvin}
\end{equation}
This is the Sharvin conductance. The second factor counts transverse modes: the allowed transverse wave vectors fill a disc of area $\pi k_F^2$ with density $A/(2\pi)^2$. Each mode contributes $2e^2/h$.

\subsection{Link to the resistivity}

Along a path, total energy is conserved, and isotropic elastic collisions drive $\psi$ towards its angular average $\mu=\langle\psi\rangle$:
\begin{equation}
l\,\boldsymbol\Omega\cdot\nabla\psi=\mu-\psi .
\label{boltzmann}
\end{equation}
If $\mu$ varies little over $l$, then $\psi\simeq\mu-l\,\boldsymbol\Omega\cdot\nabla\mu$. In (\ref{current}) the first term averages to zero, and $\int\cos^2\theta\,d\Omega=4\pi/3$ gives $\mathbf j=-(4gl/3)\nabla\mu$. Therefore
\begin{equation}
\frac1\rho=\frac{4gl}{3},\qquad
\rho l=\frac{3}{4g}=\frac{3\pi^2\hbar}{e^2k_F^2},\qquad
R_S=\frac{1}{g\pi a^2}=\frac{4\rho l}{3\pi a^2}.
\label{rhol}
\end{equation}
The product $\rho l$ depends on $k_F$ alone, so $R_S$ is independent of $l$, as the estimate required.

\subsection{Diffusive limit}

For $a\gg l$, $\nabla\cdot\mathbf j=0$ makes $\mu$ harmonic. No current enters the screen, and by antisymmetry under reflection in its plane $\mu=0$ on the hole. A current $I$ injected at a point of the surface of a half-space spreads over hemispheres of area $2\pi r^2$ and raises $\mu$ by $\rho I/(2\pi r)$. We need a flux density on the disc that makes $\mu$ constant there. Try
\begin{equation}
j(\varrho)=\frac{I}{2\pi a\sqrt{a^2-\varrho^2}},\qquad
\int_0^a 2\pi\varrho\,j\,d\varrho=I .
\end{equation}
At a point $P$ of the disc use polar coordinates $(t,\phi)$ centred on $P$. The area element $t\,dt\,d\phi$ cancels the $1/t$ of the potential. Directions $\phi$ and $\phi+\pi$ together form a chord. If the chord has half-length $L$ and $u$ is measured from its midpoint, then $a^2-\varrho^2=L^2-u^2$, so
\begin{equation}
\Delta\mu=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\int_0^{\pi}\!d\phi\int_{-L}^{L}\frac{du}{\sqrt{L^2-u^2}}
=\frac{\rho I}{4\pi^2a}\,\pi\cdot\pi=\frac{\rho I}{4a},
\end{equation}
which does not depend on $P$. The trial density thus meets all boundary conditions. On the right, $\mu$ rises from $-V/2$ at infinity to $0$ at the hole, so $V/2=\rho I/(4a)$ and
\begin{equation}
R_M=\frac{\rho}{2a},\qquad \frac{R_S}{R_M}=\frac{8K}{3\pi}.
\label{maxwell}
\end{equation}
This is the Maxwell resistance. The two are equal at $a=8l/(3\pi)\approx0.85\,l$. As $K\to0$, $R/R_M\to1$ while $R_S/R_M\to0$, so $\gamma(0)=1$.

\subsection{Any mean free path}

Equation (\ref{boltzmann}) says that $\psi(\mathbf r,\boldsymbol\Omega)$ is the average of $\mu$ at the last collision, found by going back along the path a distance $s$ with probability density $e^{-s/l}/l$. There $\mu$ is an average over directions, and the tracing is repeated. So $\psi$ is the mean reservoir potential reached by a random walk run backwards.

For electrons crossing to the right, the walk starts from the hole into the left metal, with directions weighted by $\cos\theta$ as in (\ref{current}). Let $P$ be the probability that it finally escapes to infinity on the right. The averaged $\psi$ is then $\tfrac V2(1-P)-\tfrac V2P=\tfrac V2(1-2P)$. For electrons crossing to the left it is the negative of this, by antisymmetry. Hence $I=G_SV(1-2P)$ and, from (\ref{wexler}) and (\ref{maxwell}),
\begin{equation}
\frac{R}{R_S}=\frac{1}{1-2P},\qquad
\gamma=\frac{8K}{3\pi}\left(\frac{R}{R_S}-1\right)=\frac{8K}{3\pi}\,\frac{2P}{1-2P}.
\label{gammaP}
\end{equation}
With this $\gamma(K)$, (\ref{wexler}) is a rewriting of the Boltzmann result; it becomes an approximation when $\gamma$ is replaced by a constant.

\subsection{Large mean free path}

To first order in $a/l$ one collision sends the walk back through the hole. If the hole subtends the solid angle $\omega(\mathbf r)$ at the collision point, this happens with probability $\omega/4\pi$. The normalized launch distribution is $dS\,d\Omega\cos\theta/(\pi A)$, so
\begin{equation}
P\simeq\frac{1}{\pi A}\int_A\!dS\int\!d\Omega\,\cos\theta\int_0^\infty\frac{ds}{l}\,\frac{\omega}{4\pi}
=\frac{1}{4\pi^2Al}\int_{z>0}\omega^2\,d^3r .
\end{equation}
Here $z$ is the distance from the screen, $d\Omega\,ds=d^3r/s^2$, and $dS\cos\theta/s^2$ is the solid angle of $dS$ seen from $\mathbf r$, which integrates to $\omega$. Far away $\omega\propto r^{-2}$, so the integral converges at $r\sim a$, and setting $e^{-s/l}=1$ was justified at this order. A straight path from the hole never meets the screen, and a path reflected by the screen needs a further collision to reach the hole. This first-order result therefore holds for specular and diffuse screens alike. At higher orders in $a/l$ paths that meet the screen contribute, so at finite $K$ the value of $\gamma$ depends on how the screen reflects; the values computed below are for a specular screen. A diffusely reflecting screen raises $\gamma$ by about $0.02$ at $K=3.85$ and about $0.03$ at $K=1.28$, several times the statistical errors quoted below.

The function $\omega=\int z\,dS/d^3=-\partial_z\int dS/d$, with $d$ the distance to $dS$, is harmonic. It tends to $2\pi$ on the hole and to $0$ on the rest of the plane. Its Bessel expansion is
\begin{equation}
\omega=\int_0^\infty\! c(k)J_0(k\varrho)e^{-kz}dk,\quad
c(k)=k\int_0^a\!2\pi J_0(k\varrho)\,\varrho\,d\varrho=2\pi aJ_1(ka).
\end{equation}
With $\int_0^\infty J_0(k\varrho)J_0(k'\varrho)\varrho\,d\varrho=\delta(k-k')/k$ and $\int_0^\infty e^{-2kz}dz=1/(2k)$,
\begin{equation}
\int_{z>0}\omega^2d^3r=2\pi(2\pi a)^2\int_0^\infty\frac{J_1^2(ka)}{2k^2}\,dk
=4\pi^3a^3\int_0^\infty\frac{J_1^2(x)}{x^2}\,dx .
\end{equation}
Since $J_1(x)/x=\pi^{-1}\int_{-1}^1\sqrt{1-t^2}\cos(xt)\,dt$ is a Fourier transform, Parseval's theorem gives
\begin{equation}
\int_0^\infty\frac{J_1^2}{x^2}\,dx=\frac12\cdot2\pi\cdot\frac1{\pi^2}\int_{-1}^{1}(1-t^2)\,dt=\frac{4}{3\pi}.
\end{equation}
The volume integral is $16\pi^2a^3/3$, so $P\simeq4/(3\pi K)$. Then (\ref{gammaP}) yields
\begin{equation}
\frac{R}{R_S}\simeq1+\frac{8}{3\pi K},\qquad
\gamma(\infty)=\left(\frac{8}{3\pi}\right)^2=\frac{64}{9\pi^2}\approx0.72 .
\label{ginf}
\end{equation}
The value $9\pi^2/128\approx0.694$, often quoted for $\gamma(\infty)$, lies about 4\,\% below (\ref{ginf}); it is not the limit of this model and is not used here.

\subsection{Copper contacts}

Four atoms per cubic cell give $n=4/(0.36\ {\rm nm})^3=85.7\ {\rm nm}^{-3}$ and $k_F=(3\pi^2n)^{1/3}=13.64\ {\rm nm}^{-1}$. From (\ref{rhol}), $\rho l=654\ \Omega\,{\rm nm}^2$. As $17$ n$\Omega\,$m is $17\ \Omega\,$nm, $l=654/17=38.5$ nm, and $R_S=R_M$ at $a=32.6$ nm.

For $a=10$ nm, $K=3.85$ and $k_F^2A/(4\pi)=(k_Fa)^2/4=136.4^2/4\approx4650$. Thus
\begin{equation}
R_S=\frac{12906\ \Omega}{4652}=2.77\ \Omega,\qquad
R_M=\frac{17\ \Omega\,{\rm nm}}{20\ {\rm nm}}=0.85\ \Omega ,
\end{equation}
and $G_S=0.36$ S. At intermediate $K$ the program finds $P$, and so $\gamma$, from random walks with a specular screen. Far from the hole it continues them with the potential $\pm[V/2-\rho I/(2\pi r)]$. At $K=3.85$ this gives $\gamma=0.765\pm0.004$ (one standard error), hence $R=2.77+0.765\times0.85=3.42\ \Omega$. The three contacts are:

\begin{center}
\begin{tabular}{rccccc}
$a$ (nm) & $K$ & $R_S$ ($\Omega$) & $R_M$ ($\Omega$) & $\gamma$ & $R$ ($\Omega$)\\
10 & 3.85 & 2.77 & 0.850 & 0.765 & 3.42\\
30 & 1.28 & 0.308 & 0.283 & 0.826 & 0.542\\
100 & 0.385 & 0.028 & 0.085 & 0.905 & 0.105
\end{tabular}
\end{center}

The standard errors of $\gamma$ are $0.004$, $0.004$ and $0.008$, so its third digit is uncertain; those of $R$ are $0.004$, $0.001$ and $0.0007\ \Omega$. In the other columns the third digit serves to compare formulas within the model; the two-figure inputs do not support it as a prediction. The true Fermi surface of copper is not a sphere, and its room-temperature scattering is only modelled as elastic and isotropic.

\section{Comparison}

For $a=10$ nm the estimate (\ref{estimate}) gives $6.54+1.70=8.2\ \Omega$, which is 2.4 times the solution. For $a=100$ nm it gives $0.065+0.170=0.235\ \Omega$, 2.2 times the solution. Scaling found both power laws and placed the crossover at $38.5$ nm instead of $32.6$ nm. It missed the factors $4/(3\pi)\approx0.42$ and $1/2$, the first being $4/3$ from the angular integrals times $1/\pi$ from the area $\pi a^2$, the second the sum of two spreading resistances $\rho/(4a)$ in series.

With the right factors, the plain sum $R_S+R_M$ (that is, $\gamma=1$) exceeds $R$ by 5.8, 9.1 and 7.7\,\% of $R$ at $a=10$, 30 and 100 nm, with standard errors of about 0.1, 0.2 and 0.7 percentage points. This excess is $(1-\gamma)R_M/R$. It vanishes for small $a$, where $R_M/R\to0$, and for large $a$, where $\gamma\to1$, so it is largest in between. The constant choice $\gamma=\gamma(\infty)$ errs by $-1.1$, $-5.5$ and $-15$\,\% of $R$. For the specular screen it is the better of the two constants at 10 and 30 nm, and the worse one at 100 nm. With a diffuse screen the two err by nearly equal amounts, about 7\,\%, at 30 nm.

The numerical check solves the integral equation for the disc flux, written as the edge weight $1/\sqrt{a^2-\varrho^2}$ times a free coefficient on each of 40 rings, integrates $\omega^2$ from the geometry, and runs the walks at $K=20$. There it finds $\gamma=0.739\pm0.008$, about two standard errors above (\ref{ginf}) and within the tolerance set for statistical error and higher orders in $1/K$. Wave corrections to (\ref{sharvin}) are of relative order $1/(k_Fa)$. At $a=10$ nm a hard-walled circular channel has about 1.5\,\% fewer modes than $(k_Fa)^2/4$, so differences near 1\,\% at that radius hold only within the classical model. The treatment fails altogether when $k_Fa$ is no longer large: the modes are then few, and the classical paths lose their meaning.

\section*{Table of computed values}
\begin{verbatim}
TESTS (computed / formula)
Sharvin conductance, state sum ratio: 1.0002
Drude conductivity, state sum ratio: 1.0014
Maxwell R a/rho, integral equation: 0.50000
solid-angle integral / a^3: 52.638, formula 52.638
integral of (J1/x)^2: 0.42441, 4/(3 pi) = 0.42441
gamma(inf) = 64/(9 pi^2): 0.7205
gamma(inf) from quadrature: 0.7205
often quoted 9 pi^2/128: 0.6940
gamma(K=20), random walks: 0.739 +- 0.008
COPPER MODEL
lattice constant (rough input): 0.36 nm
resistivity (rough input): 17 nohm m
electron density: 85.73 nm^-3
kF: 13.64 nm^-1
rho*l: 653.7 ohm nm^2
mean free path l: 38.5 nm
h/(2e^2): 12906.4 ohm
radius where R_S = R_M: 32.6 nm
CONTACT a = 10 nm: K = 3.845, kF a = 136.4
  kF^2 A/(4 pi) = 4652.2, G_S = 0.3605 S
  R_S = 2.7743 ohm, R_M = 0.8500 ohm
  gamma = 0.765 +- 0.004
  R = 3.4249 +- 0.0038 ohm
  R_S + R_M = 3.6243 ohm, excess over R 5.8 %
  R_S + gamma(inf) R_M = 3.3867 ohm, off by -1.1 %
CONTACT a = 30 nm: K = 1.282, kF a = 409.2
  kF^2 A/(4 pi) = 41869.5, G_S = 3.2441 S
  R_S = 0.3083 ohm, R_M = 0.2833 ohm
  gamma = 0.826 +- 0.004
  R = 0.5423 +- 0.0011 ohm
  R_S + R_M = 0.5916 ohm, excess over R 9.1 %
  R_S + gamma(inf) R_M = 0.5124 ohm, off by -5.5 %
CONTACT a = 100 nm: K = 0.385, kF a = 1364.1
  kF^2 A/(4 pi) = 465217.1, G_S = 36.0454 S
  R_S = 0.0277 ohm, R_M = 0.0850 ohm
  gamma = 0.905 +- 0.008
  R = 0.1047 +- 0.0007 ohm
  R_S + R_M = 0.1127 ohm, excess over R 7.7 %
  R_S + gamma(inf) R_M = 0.0890 ohm, off by -15.0 %
\end{verbatim}
